# A delta shell around a hydrogenic atom: level condition and nodal states

## Problem

An electron moves in the field \(-Z/r\) of a fixed point nucleus, without relativity. A thin attractive spherical shell is added,

\[
V(r)=-\lambda\,\delta(r-R),\qquad \lambda>0 ,
\]

where \(\lambda\) has the dimension of energy times length. The algebra is in atomic units. Write \(u(r)\) for \(r\) times the radial function, with \(u(0)=0\) and \(\int_0^\infty u^2dr=1\) for a bound state. The bare radial Hamiltonian is

\[
H_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr .
\]

(a) Find the condition for the levels \(E<0\) from the Green's function \(g_l(R,R;E)\) of \(H_l\).
(b) What happens to a bare level whose radial function has a node at \(R\)?
(c) Evaluate the s levels up to \(n=3\) and the 2p level of hydrogen for \(\lambda=3\) eV Å, with the shell at the 2s node and at \(R=1.5\) Å. The shell is a model and stands for no material.

## First estimate by scaling

The shell samples the radial probability density at \(R\), so the shift should be about \(-\lambda u_n(R)^2\). A state of size \(n^2a_0/Z\), with \(a_0\) the Bohr radius, has a typical density \(Z/(n^2a_0)\). Hence

\[
\Delta E\sim-\frac{\lambda Z}{n^2a_0}.
\]

For hydrogen, \(a_0=0.529\) Å gives \(-3/0.529=-5.7\) eV for \(n=1\), \(-1.4\) eV for \(n=2\) and \(-0.63\) eV for \(n=3\). The estimate knows nothing of \(l\) or of the position of the shell within the orbital. Since 5.7 eV is not small beside the 13.6 eV binding energy, first-order perturbation theory may also be rough.

## Exact solution

### The Green's function

Define \(g_l\) by \((E-H_l)g_l(r,r';E)=\delta(r-r')\), and set \(\kappa=\sqrt{-2E}\), \(\nu=Z/\kappa\), \(z=2\kappa r\). Away from \(r'\) the equation is

\[
u''=\left[\kappa^2-\frac{2Z}{r}+\frac{l(l+1)}{r^2}\right]u .
\]

Division by \(4\kappa^2\) turns it into Whittaker's equation,

\[
\frac{d^2u}{dz^2}=\left[\frac14-\frac{\nu}{z}+\frac{l(l+1)}{z^2}\right]u .
\]

With \(a=l+1-\nu\) and \(b=2l+2\), the solution regular at the origin and the one decaying at infinity are

\[
M=e^{-z/2}z^{l+1}{}_1F_1(a;b;z),\qquad W=e^{-z/2}z^{l+1}U(a,b,z).
\]

The equation has no first derivative, so \(MW'-M'W\) (derivatives in \(z\)) is constant and can be found at \(z\to0\). There \(M\to z^{l+1}\). For \(W\), use

\[
U=\frac1{\Gamma(a)}\int_0^\infty e^{-zt}t^{a-1}(1+t)^{b-a-1}dt .
\]

Small \(z\) makes large \(t\) dominate, the integrand becomes \(e^{-zt}t^{b-2}\), and \(U\to\Gamma(b-1)z^{1-b}/\Gamma(a)\). This holds for \(a>0\) and extends to other \(a\) by analytic continuation. Thus \(W\to(2l)!\,z^{-l}/\Gamma(a)\), and

\[
MW'-M'W=\frac{(2l)!}{\Gamma(a)}\,[-l-(l+1)]=-\frac{(2l+1)!}{\Gamma(l+1-\nu)} .
\]

Let \(r_<\) and \(r_>\) be the smaller and larger of \(r,r'\), and put \(g_l=C\,M(2\kappa r_<)W(2\kappa r_>)\). The term \(\tfrac12g_l''\) must produce the delta function, so the slope of \(g_l\) jumps by \(2\) at \(r=r'\). Since \(d/dr=2\kappa\,d/dz\), this reads \(2\kappa C(MW'-M'W)=2\), and

\[
g_l(r,r';E)=-\frac{\Gamma(l+1-\nu)}{\kappa(2l+1)!}\,M(2\kappa r_<)\,W(2\kappa r_>) .
\]

### The level condition

With the shell, \((H_l+V)u=Eu\) becomes

\[
(E-H_l)u=-\lambda\,u(R)\,\delta(r-R).
\]

Suppose first that \(E\) is not a bare level. The functions \(u(r)\) and \(-\lambda g_l(r,R;E)u(R)\) have the same source. Their difference solves the bare equation, is regular at the origin and decays, so it vanishes:

\[
u(r)=-\lambda\,g_l(r,R;E)\,u(R).
\]

If \(u(R)\) were zero, \(u\) would vanish everywhere. Hence \(u(R)\ne0\), and setting \(r=R\) gives

\[
\boxed{\,1+\lambda\,g_l(R,R;E)=0\,}
\]

Conversely, when this holds, \(u=g_l(r,R;E)\) satisfies the equation, because \(-\lambda g_l(R,R;E)=1\).

Now let \(E=E_n\) be a bare level with eigenfunction \(u_n\). Multiply the equation by \(u_n\) and integrate. The left side is zero, because \(H_l\) can be moved onto \(u_n\), and therefore \(\lambda u_n(R)u(R)=0\). If \(u(R)=0\), the source disappears, \(u\) is proportional to \(u_n\), and again \(u_n(R)=0\). A bare energy can thus survive only if its function has a node on the shell.

### States with a node on the shell

If \(u_n(R)=0\), then

\[
Vu_n=-\lambda\,u_n(R)\,\delta(r-R)=0,\qquad (H_l+V)u_n=E_nu_n .
\]

Energy and wave function are unchanged for every \(\lambda\). The node must be radial and belong to the given \(l\); an angular node does not make \(u(R)\) vanish.

The boxed condition does not list these levels, since it was derived for \(u(R)\neq0\). Dividing it by \(\Gamma(l+1-\nu)\) gives one equation for both kinds:

\[
\frac1{\Gamma(l+1-\nu)}-\frac{\lambda}{\kappa(2l+1)!}M(2\kappa R)W(2\kappa R)=0 .
\]

At a bare level the first term is zero. The Wronskian is then zero too, so \(W\) is a nonzero multiple of \(M\), and the equation holds if and only if \(M(2\kappa R)=0\), that is, if \(u_n\) has a node at \(R\).

### Where the other levels go

The eigenfunction expansion is

\[
g_l(R,R;E)=\sum_m\frac{u_m(R)^2}{E-E_m},
\]

with the continuum included in the sum. Its derivative is negative, so \(g_l\) falls between poles. Below the lowest bare level it runs from \(0\) to \(-\infty\) and takes the value \(-1/\lambda\) once. Between neighbouring poles it runs from \(+\infty\) to \(-\infty\), again with one solution.

Near a level with \(u_n(R)\neq0\), split off its pole, \(g_l=u_n(R)^2/(E-E_n)+\tilde g\). The boxed condition becomes

\[
E-E_n=-\frac{\lambda\,u_n(R)^2}{1+\lambda\tilde g(R,R;E)} .
\]

For \(|\lambda\tilde g|\ll1\) this is the first-order shift \(-\lambda u_n(R)^2\). For the lowest level of each \(l\), every term of \(\tilde g\) is negative, so the true shift is larger in size than the first-order one.

### The Green's function at a node

When \(u_n(R)=0\) the pole at \(E_n\) is absent. To find what replaces it, let \(u(r;E)\) be the regular and \(w(r;E)\) the decaying solution, both scaled to equal \(u_n\) at \(E_n\). Let a dot denote \(\partial/\partial E\). Differentiating the radial equation in \(E\) adds a term \(-2u\) to \(\dot u''\), so

\[
(u'\dot u-u\dot u')'=u''\dot u-u\dot u''=2u^2 ,
\]

and likewise for \(w\). Integrate from \(0\) to \(R\) for \(u\) and from \(R\) to \(\infty\) for \(w\), at \(E=E_n\), where both vanish at \(R\):

\[
u_n'(R)\,\dot u(R)=2P_{\rm in},\qquad u_n'(R)\,\dot w(R)=-2P_{\rm out}.
\]

Here \(P_{\rm in}\) and \(P_{\rm out}\) are the probabilities inside and outside the shell. With \(\varepsilon=E-E_n\), to leading order,

\[
u(R)=\frac{2P_{\rm in}\varepsilon}{u_n'(R)},\quad w(R)=-\frac{2P_{\rm out}\varepsilon}{u_n'(R)},\quad uw'-u'w=2(P_{\rm in}+P_{\rm out})\varepsilon=2\varepsilon .
\]

The slope jump of \(2\) means \(g_l(R,R;E)=2uw/(uw'-u'w)\), so

\[
g_l(R,R;E)\simeq-\frac{4P_{\rm in}P_{\rm out}}{u_n'(R)^2}\,\varepsilon .
\]

The Green's function passes through zero at \(E_n\). Two results follow.

- **Strong shell.** Setting \(g_l=-1/\lambda\) shows that for large \(\lambda\) another level lies just above the unshifted one, at \(\varepsilon\simeq u_n'(R)^2/(4\lambda P_{\rm in}P_{\rm out})\).
- **Displaced shell.** If the shell is moved by \(\delta\) from the node, \(u_n^2\simeq u_n'^2\delta^2\) and \(\tilde g\to0\). Adding \(u_n'\delta\) to \(u(R)\) and \(w(R)\) above gives \(\tilde g\simeq2(P_{\rm in}-P_{\rm out})\delta\) near \(E_n\). At fixed \(\lambda\) the leading shift is therefore \(-\lambda u_n'^2\delta^2\). What must be small is \(\lambda|\delta|\) (in atomic units), not \(\lambda\) itself; for a strong shell the law holds only at correspondingly small displacements.

## Comparison for hydrogen

For \(n=2\), \(l=0\) the series \({}_1F_1(-1;2;r)=1-r/2\) puts the node at \(r=2\) bohr, or 1.058 Å. Call this shell A and the one at 1.5 Å shell B. The shifts in eV are:

| Level | Scaling | Exact, A | Exact, B |
|---|---|---|---|
| 1s | −5.7 | −1.891 | −0.787 |
| 2s | −1.4 | 0 | −0.327 |
| 3s | −0.63 | −0.0013 | −0.122 |
| 2p | −1.4 | −0.854 | −1.373 |

Scaling gives only the order of magnitude, and only where the orbital has a typical density at the shell. Its close match for 2p on shell B is an accident: the density there, 0.299 Å⁻¹, is below the scaling value \(1/(4\times0.529)=0.47\) Å⁻¹, and the exact shift is 53% larger in size than the first-order \(-0.896\) eV, so two errors nearly cancel. Scaling overestimates in the tail of an orbital (1s on shell B, by about a factor of 7) and fails near nodes. The 2s level on shell A does not move, while 2p, which has no node there, falls by 0.854 eV, so the shell lifts the 2s–2p degeneracy. The tiny 3s shift on shell A has a similar origin: \({}_1F_1(-2;2;2r/3)=1-2r/3+2r^2/27\) vanishes at \(r=1.90\) bohr, or 1.01 Å, close to the shell.

Using the actual density reduces the error in eV for every entry of the table except 2p on shell B. For 2p on shell A the gain is modest, from 0.56 to 0.34 eV. For 1s on shell A, \(u_1(R)^2=0.5538\) Å⁻¹ gives \(-3\times0.5538=-1.661\) eV. The exact shift, \(-1.891\) eV (\(-0.0695\) hartree), is 14% larger in size than this first-order value. For 2p on shell A the excess over first order is 67%, so the first-order estimate is poor there. In both cases the exact shift is the larger in size, as the rule for the lowest level of each \(l\) demands.

The level condition can be followed directly. On shell A, \(-\lambda g_0(R,R;E)\) is 0.814 at \(-16\) eV and 1.314 at \(-15\) eV; it reaches 1 at the shifted 1s level, \(-15.496\) eV. Around the bare 2s energy, \(-3.401\) eV, the two shells differ sharply. Between \(-3.45\) and \(-3.35\) eV the quantity jumps from 5.10 to \(-4.22\) on shell B, across a pole. On shell A it goes from \(-0.0011\) to \(0.0012\), through the zero found above and far from 1. The unshifted 2s level is therefore invisible to the boxed condition.

Moving shell A by 0.01 Å tests the quadratic law. With \(u_2'(R)^2=0.4566\) Å⁻³ the estimate is \(-3\times0.4566\times10^{-4}=-1.370\times10^{-4}\) eV. The exact shifts are \(-1.360\times10^{-4}\) eV inward and \(-1.380\times10^{-4}\) eV outward. The next correction comes from \(\lambda\tilde g\simeq2\lambda(P_{\rm in}-P_{\rm out})\delta\), here of size 0.7%. It is odd in \(\delta\) and cancels in their mean as long as it is this small.

For the strong-shell law, take \(\lambda=3000\) eV Å at the node. In ordinary units the formula gains a factor \((\hbar^2/m_e)^2\), where \(\hbar^2/m_e\) is one hartree times one bohr squared, or \(7.62\) eV Å². With \(P_{\rm in}=0.0527\) and \(P_{\rm out}=0.9473\),

\[
\varepsilon\simeq\frac{7.62^2\times0.4566}{4\times3000\times0.0527\times0.9473}\ \text{eV}=0.0443\ \text{eV},
\]

against the exact 0.0444 eV. The third s level has come down almost to the 2s energy. The slope of \(u\) jumps by \(-2\lambda u(R)\) at the shell. For large \(\lambda\) and a level of ordinary energy this forces \(u(R)\) towards zero, so even an attractive shell separates inside from outside, and at the node both regions have a state at \(E_2\). The exception is the lowest s level, which becomes bound to the shell itself with \(\kappa\simeq\lambda\) and \(E\simeq-\lambda^2/2\), about \(-590\) keV at this strength. That exceeds \(m_ec^2=511\) keV in size, so this value of \(\lambda\) tests the formula and does not describe a physical non-relativistic electron.

The protection requires the potential to lie entirely on a nodal surface of the state. For the radial node of a state of definite \(l\), that surface is a sphere centred on the nucleus. The potential may cover all or part of it, but must have zero thickness. If the same strength is spread evenly over a small width \(d\) centred on the node, the first-order shift is

\[
-\frac{\lambda}{d}\int_{-d/2}^{d/2}u_n'(R)^2x^2\,dx=-\frac{\lambda\,u_n'(R)^2d^2}{12},
\]

which is small but not zero. This value holds while \(\lambda d\) is small beside \(\hbar^2/m_e\) and \(d\) is small beside the size of the orbital. The full set of values is in the numerical output below.

## Numbers as computed

```
shell strength lam = 3.000 eV angstrom
shell A (on 2s node): R = 1.05835 angstrom
  1s: bare -13.60569 eV, with shell -15.49639 eV, shift -1.89070 eV
      bare u(R)^2 = 0.55378 1/angstrom, first-order shift -1.66135 eV
  2s: bare -3.40142 eV, with shell -3.40142 eV, shift 0.00000 eV
      bare u(R)^2 = 0.00000 1/angstrom, first-order shift 0.00000 eV
  3s: bare -1.51174 eV, with shell -1.51301 eV, shift -0.00127 eV
      bare u(R)^2 = 0.00040 1/angstrom, first-order shift -0.00121 eV
  2p: bare -3.40142 eV, with shell -4.25563 eV, shift -0.85421 eV
      bare u(R)^2 = 0.17050 1/angstrom, first-order shift -0.51149 eV
  main result, 1s shift = -0.069482 hartree
shell B (off node): R = 1.50000 angstrom
  1s: bare -13.60569 eV, with shell -14.39257 eV, shift -0.78687 eV
      bare u(R)^2 = 0.20958 1/angstrom, first-order shift -0.62873 eV
  2s: bare -3.40142 eV, with shell -3.72859 eV, shift -0.32717 eV
      bare u(R)^2 = 0.07766 1/angstrom, first-order shift -0.23298 eV
  3s: bare -1.51174 eV, with shell -1.63414 eV, shift -0.12239 eV
      bare u(R)^2 = 0.02949 1/angstrom, first-order shift -0.08847 eV
  2p: bare -3.40142 eV, with shell -4.77478 eV, shift -1.37336 eV
      bare u(R)^2 = 0.29861 1/angstrom, first-order shift -0.89582 eV
-lam*g_0(R,R;E), dimensionless; shifted levels are where it equals 1
  shell A, E = -17.00 eV: 0.60778
  shell A, E = -16.00 eV: 0.81416
  shell A, E = -15.00 eV: 1.31387
  shell A, E = -14.00 eV: 4.33788
  E = -3.50 eV: shell A -0.00223, shell B 2.66593
  E = -3.45 eV: shell A -0.00110, shell B 5.10202
  E = -3.35 eV: shell A 0.00116, shell B -4.21733
  E = -3.30 eV: shell A 0.00228, shell B -1.98007
2s probability inside shell A = 0.05265, outside = 0.94735
2s slope squared at the node = 0.45664 1/angstrom^3
shell A moved by -0.01 angstrom: 2s shift -1.3603e-04 eV, quadratic estimate -1.3699e-04 eV
shell A moved by +0.01 angstrom: 2s shift -1.3796e-04 eV, quadratic estimate -1.3699e-04 eV
strong shell on the node, lam = 3000 eV angstrom:
  third s level above bare 2s by 0.04436 eV, estimate 0.04430 eV
```
